# Powder magnetisation at finite field for fixed and free grains, part 1

(Sections cited here and not found follow in the second part.)

A powder of randomly oriented, immobile grains looks the same from every direction, so the field \(\mathbf B\) is the only vector in the problem and the mean moment must lie along it. Time reversal makes the moment odd in \(B\). If each ion has a single moment \(\mu\) and no other low energy scale, the only dimensionless variable is \(x=\mu B/kT\), and the answer has the form \(M=\mu\,m(x)\) with \(m\) odd. Symmetry leaves one scalar function to compute, and the design question is how to average over orientations to get it.

## Reduction to a sphere average

The algebra is in atomic units, with \(\mu_B=1/2\) and \(\beta=1/kT\). The model is one \(J\) multiplet per ion, with non-interacting ions and no demagnetising field. A grain turned by \(D=e^{-i\alpha J_z}e^{-i\theta J_y}e^{-i\phi J_z}\), in a field along the laboratory \(z\) axis, has \(H_{\rm lab}=DH_{\rm CF}D^\dagger+g_J\mu_BBJ_z\). Conjugation with \(D^\dagger\) preserves the spectrum and gives
\[
H(\mathbf n)=H_{\rm CF}+g_J\mu_BB\,\mathbf n\cdot\mathbf J,\qquad \mathbf n\cdot\mathbf J=D^\dagger J_zD ,
\]
where \(\mathbf n\) is the field direction in the crystal frame. Since \(e^{-i\alpha J_z}\) commutes with \(J_z\), \(\mathbf n\) depends only on \(\theta,\phi\). Changing \(\alpha\) turns the transverse moment about \(\mathbf B\), so the \(\alpha\) average removes it. The remaining measure \(\sin\theta\,d\theta\,d\phi/4\pi\) is the sphere average, written \(\langle\cdot\rangle\).

With \(Z=\mathrm{Tr}\,e^{-\beta H}\) and \(F=-kT\ln Z\), cyclicity of the trace gives \(\partial_BZ=-\beta\,\mathrm{Tr}(\partial_BH\,e^{-\beta H})\), so
\[
M_{\mathbf n}=-\frac{\partial F}{\partial B}=-g_J\mu_B\sum_k\frac{e^{-\beta E_k}}{Z}\langle k|\mathbf n\cdot\mathbf J|k\rangle,\qquad M_{\rm pow}=\langle M_{\mathbf n}\rangle .
\]
Each direction costs one diagonalisation, so directions should be few and well chosen.

## The naive scheme and the order at which it fails

The naive scheme averages the three principal directions, \(M\approx(M_x+M_y+M_z)/3\). To see when this is right, expand \(F\) in the field. For a finite matrix at \(T>0\), \(Z\) is entire in the components of \(\mathbf B\) and positive at \(\mathbf B=0\), so \(F\) has a convergent Taylor series near zero field. Time reversal leaves \(H_{\rm CF}\) unchanged and flips \(\mathbf J\), so \(H(\mathbf n)\) and \(H(-\mathbf n)\) share a spectrum and only even orders occur:
\[
F=F_0+\sum_{k\ge0}B^{2k+2}p_{2k+2}(\mathbf n),\qquad M_{\mathbf n}=-\sum_{k\ge0}(2k+2)B^{2k+1}p_{2k+2}(\mathbf n),
\]
with \(p_{2k+2}\) a homogeneous polynomial of degree \(2k+2\). The \(k=0\) term is \(B\,\mathbf n\cdot\chi\cdot\mathbf n\), and \(\langle n_an_b\rangle=\delta_{ab}/3\) gives \(B\,\mathrm{Tr}\chi/3\), which the three directions reproduce. Because \(M_{\mathbf n}\) is even in \(\mathbf n\), the naive scheme equals the six-point rule on \(\pm x,\pm y,\pm z\). That rule gives \(1/3\) for \(n_z^4\), whose true average is \(1/5\), so in general it fails at order \(B^3\).

The cure is a rule exact to higher polynomial degree. A Lebedev rule \(Q_L[f]=\sum_iw_if(\mathbf n_i)\) has octahedral symmetry and integrates all spherical harmonics of degree \(\le L\) exactly, with \(L\) odd. Only rules with \(w_i>0\) and \(\sum_i w_i=1\) are used here. On the sphere a polynomial of degree \(2k+2\) contains harmonics up to that degree, so the term is exact when \(2k+2\le L-1\). The first term that can fail has \(2k+2=L+1\). The rule is exact through \(B^{L-2}\) and its error generically starts at \(B^L\); in special frames that term vanishes and the error starts later, as for the six-point rule and an Ising axis \(\mathbf e\) with \(\sum_ae_a^4=3/5\). For the model ion below, doubling the field from 0.06 T to 0.12 T gives error powers 2.98, 4.97 and 6.98 for \(L=3,5,7\).

This settles low fields only. Beyond the radius of convergence of the series another argument is needed, and the Ising ion supplies it in closed form.

## The Ising doublet

Take a doublet with moment \(\pm\mu\) along \(\mathbf e\) and none across it, and set \(u=\mathbf n\cdot\mathbf e\). The energies are \(\mp\mu Bu\), so \(Z=2\cosh xu\) and \(M_{\mathbf n}=\mu\,u\tanh xu\). Since \(u\) is uniform on \([-1,1]\) and the integrand is even, with \(y=xu\),
\[
m(x)=\int_0^1u\tanh(xu)\,du=\frac1{x^2}\int_0^xy\tanh y\,dy .
\]
Write \(\tanh y=1-2\sum_{k\ge1}(-1)^{k+1}e^{-2ky}\). Integration by parts gives \(\int_0^xye^{-2ky}dy=\frac1{4k^2}-q^k\left(\frac x{2k}+\frac1{4k^2}\right)\) with \(q=e^{-2x}\). The three sums are \(\sum(-1)^{k+1}/k^2=\pi^2/12\), \(\sum(-1)^{k+1}q^k/k=\ln(1+q)\) and \(\sum(-1)^{k+1}q^k/k^2=-\mathrm{Li}_2(-q)\). Hence
\[
m(x)=\frac12-\frac{\pi^2}{24x^2}+\frac{\ln(1+q)}x-\frac{\mathrm{Li}_2(-q)}{2x^2}.
\]
At small \(x\), \(\tanh y\approx y-y^3/3\) gives \(m\approx x/3-x^3/15\), whereas the naive scheme with \(\mathbf e=z\) gives \(\tfrac13\tanh x\approx x/3-x^3/9\). At large \(x\) the powder saturates at \(\mu/2\). The six-point rule saturates at \(\mu/3\) with \(\mathbf e\) on a node and at \(\mu/\sqrt3\) with \(\mathbf e\) along \((1,1,1)\), so its result depends on an arbitrary choice of frame.

## Choosing \(L\) at \(T>0\)

Let \(f(u)=u\tanh xu=\sum_kc_{2k}T_{2k}(u)\) in Chebyshev polynomials, and let \(p\) be the part with \(2k<L\). As a polynomial in \(\mathbf n\) of degree below \(L\), \(p\) is integrated exactly, so the error in units of \(\mu\) is \(E_L=Q_L[f-p]-\langle f-p\rangle\). Positive weights give \(|Q_L[g]|\le\max|g|\), the same holds for the true average, and \(|T_{2k}|\le1\). Therefore \(|E_L|\le2\sum_{2k>L}|c_{2k}|\) for every axis \(\mathbf e\).

The coefficients follow from the zeros of \(Z\). The product \(\cosh y=\prod_{j\ge0}(1+y^2/y_j^2)\) with \(y_j=(j+\frac12)\pi\) has logarithmic derivative \(\tanh y=\sum_j2y/(y^2+y_j^2)\). With \(a_j=y_j/x\),
\[
f(u)=\frac2x\sum_j\frac{u^2}{u^2+a_j^2}=\frac2x\sum_j\left[1-\frac{a_j^2}{u^2+a_j^2}\right].
\]
Put \(u=\cos\psi\) and \(a=\sinh t\). Then \(u^2+a^2=\frac12(\cos2\psi+\cosh2t)\). Summing two geometric series with \(r=e^{-2t}\) gives
\[
1+2\sum_{k\ge1}(-r)^k\cos2k\psi=\frac{1-r^2}{1+2r\cos2\psi+r^2}=\frac{\sinh2t}{\cosh2t+\cos2\psi},
\]
where the last step divides numerator and denominator by \(2r\). Using \(\cos2k\psi=T_{2k}(u)\), \(\sinh2t=2a\sqrt{1+a^2}\) and \(\rho=e^t=a+\sqrt{1+a^2}\), the \(T_{2k}\) coefficient of \(1/(u^2+a^2)\) is \(2(-1)^k\rho^{-2k}/(a\sqrt{1+a^2})\). Multiplying by \(-2a_j^2/x\), and then summing the geometric tail from \(2k=L+1\),
\[
c_{2k}=(-1)^{k+1}\frac4x\sum_j\frac{a_j\,\rho_j^{-2k}}{\sqrt{1+a_j^2}},\qquad
|E_L|\le\frac8x\sum_j\frac{a_j}{\sqrt{1+a_j^2}}\,\frac{\rho_j^{-(L+1)}}{1-\rho_j^{-2}} .
\]
At large \(L\) the nearest zero of \(Z\), at \(u=\pm i\pi/2x\), dominates, and the bound falls as \(e^{-L\,\mathrm{asinh}(\pi/2x)}\). For \(x\gg1\), \(a_0=\pi/2x\) is small and \(1-\rho_0^{-2}\approx2a_0\), so this term is about \((4/x)\,e^{-\pi L/2x}\), and \(L\approx(2x/\pi)\ln(4/x\epsilon)\) is sufficient for an error \(\epsilon\) when the logarithm is large. It is not necessary. Physically, grains with \(|u|\lesssim1/x\) are unsaturated, and this belt around the equator lowers \(m\) by only \(\pi^2/24x^2\). The grid must resolve the belt only when \(\epsilon\) is below that size; for a coarser tolerance the \(T=0\) errors of the next section apply, in the rms sense over axes, and the required \(L\) does not grow with \(x\).

## The limit \(T=0\)

As \(x\to\infty\), \(f\to|u|\) and the belt becomes a kink. The poles, spaced by \(\pi/x\), merge, so \(\sum_j\to(x/\pi)\int da\). With \(da=\cosh t\,dt\),
\[
|c_{2k}|\to\frac4\pi\int_0^\infty\sinh t\,e^{-2kt}dt=\frac4\pi\cdot\frac12\left[\frac1{2k-1}-\frac1{2k+1}\right].
\]
The tail from \(2k=L+1\) telescopes to \(\frac4\pi\cdot\frac1{2L}\), so \(|E_L|\le4/(\pi L)\). This bound is loose: at \(L=59\) it is \(2.2\times10^{-2}\), about 80 times the error found with \(\mathbf e\) on \(z\).

The typical error comes from the mean square over axes. Since \(\langle|\mathbf n_i\cdot\mathbf e|\rangle_{\mathbf e}=\frac12\), expanding the square gives \(\langle E_L^2\rangle_{\mathbf e}=\sum_{ij}w_iw_jK(\gamma_{ij})-\frac12+\frac14\), where \(K(\gamma)=\langle|\mathbf a\cdot\mathbf e||\mathbf b\cdot\mathbf e|\rangle_{\mathbf e}\) for unit vectors at angle \(\gamma\). With the polar axis normal to their plane, the two factors are \(\sin\vartheta\cos\psi\) and \(\sin\vartheta\cos(\psi-\gamma)\), and \(\langle\sin^2\vartheta\rangle=\frac23\). The product \(\cos\psi\cos(\psi-\gamma)=\frac12[\cos\gamma+\cos(2\psi-\gamma)]\) has period \(\pi\). On \((-\frac\pi2,\frac\pi2)\) it integrates to \(\frac\pi2\cos\gamma\), and it is negative on \((-\frac\pi2,\gamma-\frac\pi2)\), where it integrates to \(\frac12\gamma\cos\gamma-\frac12\sin\gamma\). The integral of the modulus is the total minus twice the negative part:
\[
K(\gamma)=\frac2{3\pi}\left[\sin\gamma+\left(\frac\pi2-\gamma\right)\cos\gamma\right],\qquad\langle E_L^2\rangle_{\mathbf e}=\sum_{ij}w_iw_jK(\gamma_{ij})-\frac14 .
\]
This is exact. Its scaling can be estimated from the Legendre expansion \(f=\sum a_lP_l\). The addition theorem gives \(\langle P_l(\mathbf a\cdot\mathbf e)P_{l'}(\mathbf b\cdot\mathbf e)\rangle_{\mathbf e}=\delta_{ll'}P_l(\mathbf a\cdot\mathbf b)/(2l+1)\), so
\[
\langle E_L^2\rangle_{\mathbf e}=\sum_{l>L}\frac{a_l^2}{2l+1}S_l,\qquad S_l=\sum_{ij}w_iw_jP_l(\mathbf n_i\cdot\mathbf n_j).
\]
Two heuristic steps follow. Keeping only coincident and antipodal pairs makes \(S_l\sim1/N_{\rm pts}\propto L^{-2}\), because the number of harmonics to be annulled grows as \(L^2\). Away from the poles \(P_l\) oscillates with amplitude \(\sim l^{-1/2}\) while \(T_l\) has amplitude 1, so \(a_l\sim l^{1/2}c_l\). For the kink \(c_l\sim l^{-2}\), the sum is \(L^{-2}\sum_{l>L}l^{-4}\sim L^{-5}\), and the rms error scales as \(L^{-5/2}\propto N_{\rm pts}^{-5/4}\). The exact formula, fitted from \(L=17\) to 89, gives exponent \(-2.43\). At \(T>0\) the same steps give an rms error \(\propto\rho_0^{-L}/L\). At \(x=5\) the fitted decay rate of \(L\) times the rms error is 0.300, against \(\mathrm{asinh}(\pi/2x)=0.309\).

The convenient choice of putting \(\mathbf e\) on a fourfold grid axis places a ring of nodes on the kink. As a heuristic, treat the nodes near the equator as rows with spacing \(\eta\propto1/L\) in \(u\). On a smooth stretch \([a,b]\) the Euler–Maclaurin error of equally spaced nodes is \(\frac{\eta^2}{12}[f'(b)-f'(a)]\). The two stretches meeting at \(u=0\) contribute \(\frac{\eta^2}{12}[f'(0^-)-f'(0^+)]=-\eta^2/6\) to \(\int du\), or \(-\eta^2/12\) to the average. The prediction is a negative error \(\propto L^{-2}\). The fitted exponent is \(-1.91\), and at \(L=59\) the error is \(-2.7\times10^{-4}\), against an rms of \(6.2\times10^{-5}\). Rotating the grid off the easy axis therefore helps at \(T=0\), at equal \(L\) and in the rms sense over orientations, and the same is expected, though not tested here, at \(T>0\) while the belt is unresolved, \(L\ll2x/\pi\). At equal cost the gain can vanish. On a grid aligned with the axes of an orthorhombic ion, \(M_{\mathbf n}\) depends only on \(|n_x|,|n_y|,|n_z|\), so about \(N_{\rm pts}/8\) directions are distinct, against \(N_{\rm pts}/2\) after rotation. The aligned \(L=53\) rule (136 directions) and the rotated \(L=29\) rule (151 directions) both err by about \(3.4\times10^{-4}\). The worked example lies in the other regime and behaves differently.

For fixed grains, the powder moment has been reduced to a sphere average, with a closed form and a Lebedev error bound for the Ising doublet, and the effect of grid orientation has been examined at \(T=0\). What remains is the case of grains free to turn, and a worked example on a model Yb³⁺ ion that tests the grids and compares fixed with free grains.
